\section*{Step-Flow Speed of an Equally Spaced Step Train from Mass Conservation, part 1}

(Sections cited here and not found follow in the second part.)

\section{Conservation of atoms and the speed of the train}

\subsection{Result}

A train of parallel, straight, equally spaced atomic steps that takes up all deposited atoms advances in the steady state at the speed
\begin{equation}
v = F L ,
\label{eq:law}
\end{equation}
where $L$ is the terrace width and $F$ is the deposition rate in monolayers per second. For $L=20$ nm and $F=0.2$ monolayers per second the speed is $4$ nm/s, or $4\times10^{-7}$ cm/s. Neither the diffusion coefficient of the adatoms nor the ease with which they attach to a step enters the formula. These quantities decide from which side the atoms reach a step, how many adatoms are stored on a terrace, and how long the steady state takes to form.

The law is derived under the assumptions that no atom desorbs, that no islands nucleate on the terraces, that all steps are equivalent, and that the adatom coverage seen from the moving steps no longer changes. While the coverage is still changing, equation~(\ref{eq:law}) acquires a storage term, which is derived below.

\subsection{Geometry and rates}

The surface descends in the direction of increasing $x$. Each step is the edge of one crystal layer of height $h$, and the terrace on its right is its lower terrace. Growth adds atoms to the edge and moves it to the right, so a positive $v$ means growth. The steps run along $y$, and all quantities are averaged along $y$ over a length that contains many atoms. A step position can therefore change by less than an atomic spacing.

Let $n_s$ be the number of atoms per unit area in one complete layer of height $h$. If the flux $\Phi$ is the number of atoms delivered per unit terrace area and unit time, the rate in monolayers is
\begin{equation}
F=\frac{\Phi}{n_s}.
\label{eq:rate}
\end{equation}
With $\Phi=1.4$ nm$^{-2}$ s$^{-1}$ and $n_s=7$ nm$^{-2}$ this gives $F=1.4/7=0.2$ s$^{-1}$. The layer that defines $n_s$ must be the layer whose edge is the step. If a step is two atomic planes high, $n_s$ counts the atoms of both planes. In chemical vapour deposition, $\Phi$ counts the atoms that the precursor releases on the surface. Precursor molecules that leave without releasing an atom are not part of it.

The adatoms are the mobile atoms on top of a terrace. Their number per unit area, divided by $n_s$, is the coverage $\theta$, a pure number. Atoms built into a layer belong to the crystal and are not included in $\theta$. The growing layer is assumed to be complete behind its edge, without vacancies, so that each unit of new layer area holds $n_s$ atoms.

\subsection{Counting atoms over one period}

Consider a portion of the train with $M$ steps and $M$ terraces, and a unit length along $y$. Since all periods are equivalent, the adatoms that enter this portion at one end are matched by those that leave at the other. The number of atoms in the portion therefore changes through deposition alone.

In a short time $dt$ the flux delivers $n_sF\,ML\,dt$ atoms. Each step moves forward by $v\,dt$ and creates a new layer area $v\,dt$ per unit step length, so the crystal gains $n_sMv\,dt$ atoms. The number of adatoms on one terrace, per unit step length, is $n_sA$ with
\begin{equation}
A(t)=\int_{\text{terrace}}\theta\,dx .
\label{eq:A}
\end{equation}
The quantity $A$ has the dimension of a length. It is the distance by which a step would advance if it took up all adatoms of one terrace. The adatom population of the portion grows by $n_sM\,dA$. Every deposited atom is now either in the crystal or among the adatoms, so
\begin{equation}
n_sF\,ML\,dt=n_sMv\,dt+n_sM\,dA .
\end{equation}
Division by $n_sM\,dt$ gives
\begin{equation}
v=FL-\frac{dA}{dt}.
\label{eq:balance}
\end{equation}
In the steady state $dA/dt=0$, and equation~(\ref{eq:law}) follows.

No law of surface diffusion was used. The argument also holds if adatoms cross a step without attaching to it, because such crossings move atoms between equivalent terraces and leave the total unchanged. What the argument does need is that the steps are the place where adatoms become crystal. If islands grow on the terraces, with total area $I$ per period and unit step length, the crystal also gains $n_s\,dI$ atoms. As long as the islands remain separate from the steps, the balance reads $v=FL-dA/dt-dI/dt$, and the steps are slower by the rate at which island area grows. When a step reaches an island, the island area is added to the layer behind the step. If $I$ stays bounded in this way, the speed averaged over many monolayers is again $FL$.

\subsection{Time per layer, growth rate and miscut}

In the time $1/F$, during which one monolayer is deposited, each step advances by
\begin{equation}
v\,\frac1F=L ,
\end{equation}
that is, to the former position of the next step. For $F=0.2$ s$^{-1}$ this takes $5$ s. The surface then has its old profile again, one layer higher. At a fixed point $x$, steps pass with frequency $v/L=F$, and each passage raises the surface by $h$. The vertical growth rate is therefore
\begin{equation}
G=h\,\frac vL=hF .
\label{eq:growth}
\end{equation}
For $h=0.3$ nm it is $0.3\times0.2=0.06$ nm/s.

If the surface is inclined by the miscut angle $\alpha$ to the terraces, one step of height $h$ occurs per length $L$, so $\tan\alpha=h/L$. The first equality in equation~(\ref{eq:growth}) then gives
\begin{equation}
v=\frac{GL}{h}=\frac{G}{\tan\alpha}.
\label{eq:miscut}
\end{equation}
This form needs neither $n_s$ nor the step height. For a small miscut it suits the case in which the growth rate has been obtained from the film thickness. A thickness measured perpendicular to the inclined surface grows at the rate $G\cos\alpha$, which is then practically equal to $G$. At fixed $G$ a smaller miscut gives wider terraces and faster steps. Wider terraces also hold more adatoms, as the coverage profiles below show, and this works against the assumption that no islands nucleate.

\subsection{The same balance at a moving step}

A simulation computes the step speed from the atoms that arrive at its two sides. If the motion of the steps is kept in the terrace equation, these arrivals must in general be counted relative to the moving edge to agree with equation~(\ref{eq:law}). The following derivation assumes that the adatoms are dilute and diffuse independently with coefficient $D$. In the fixed frame,
\begin{equation}
\frac{\partial\theta}{\partial t}=D\frac{\partial^2\theta}{\partial x^2}+F .
\label{eq:lab}
\end{equation}
Let a step be at $X(t)$, with $dX/dt=v$, and let $\xi=x-X(t)$ be the distance from it onto its lower terrace. The terrace occupies $0<\xi<L$, and the next step is at $\xi=L$. Write $\theta(x,t)=\Theta(\xi,t)$. At fixed $x$ the coordinate $\xi$ decreases at the rate $v$, so the chain rule gives
\begin{equation}
\left.\frac{\partial\theta}{\partial t}\right|_x
=\left.\frac{\partial\Theta}{\partial t}\right|_\xi
-v\frac{\partial\Theta}{\partial\xi},
\qquad
\frac{\partial^2\theta}{\partial x^2}=\frac{\partial^2\Theta}{\partial\xi^2}.
\end{equation}
Insertion into equation~(\ref{eq:lab}) yields
\begin{equation}
\frac{\partial\Theta}{\partial t}
=D\frac{\partial^2\Theta}{\partial\xi^2}
+v\frac{\partial\Theta}{\partial\xi}+F
=-\frac{\partial J}{\partial\xi}+F,
\qquad
J=-D\frac{\partial\Theta}{\partial\xi}-v\Theta .
\label{eq:moving}
\end{equation}
Here $J$ is the flux to the right relative to the steps, divided by $n_s$. It has the dimension of a speed. Its second term is negative because adatoms at rest on the crystal drift to the left as seen from a step that moves to the right.

The terrace loses atoms at both ends. At $\xi=0$ they leave to the left, at the rate $-J(0)$, and join the step for which this is the lower terrace. At $\xi=L$ they leave to the right, at the rate $J(L)$, and join the next step, for which this is the upper terrace. Written out, the two rates are
\begin{equation}
-J(0)=D\Theta'(0)+v\Theta(0),\qquad
J(L)=-D\Theta'(L)-v\Theta(L),
\label{eq:edges}
\end{equation}
where the prime denotes $\partial/\partial\xi$. The term $v\Theta(0)$ counts the adatoms that the advancing edge sweeps up from the terrace in front of it. The term $-v\Theta(L)$ has the opposite sign because an advancing edge creates new terrace behind it, and this new strip has to be populated with adatoms at the local coverage. Those atoms reach the edge region but stay mobile.

A step receives $-J(0)$ from its lower terrace and, all terraces being equivalent, $J(L)$ from its upper terrace. An arrival rate $n_sv$ per unit step length is needed for the speed $v$, so
\begin{equation}
v=J(L)-J(0).
\label{eq:local}
\end{equation}
Integration of equation~(\ref{eq:moving}) over the terrace, whose width is constant, gives
\begin{equation}
\frac{dA}{dt}=-\bigl[J(L)-J(0)\bigr]+FL=FL-v ,
\end{equation}
which is equation~(\ref{eq:balance}) again.

\subsection{Attachment and an explicit moving profile}

The exchange between terrace and step is described by linear kinetics. Let $\theta_{\rm eq}$ be the coverage at which a step neither grows nor recedes. Then
\begin{equation}
-J(0)=\frac{D}{\ell_l}\bigl[\Theta(0)-\theta_{\rm eq}\bigr],\qquad
J(L)=\frac{D}{\ell_u}\bigl[\Theta(L)-\theta_{\rm eq}\bigr].
\label{eq:kinetics}
\end{equation}
The attachment lengths $\ell_l$ and $\ell_u$ refer to atoms that come from the lower and the upper terrace. A long attachment length means slow attachment. An additional barrier against descending a step, the Ehrlich--Schwoebel barrier, makes $\ell_u$ larger than $\ell_l$. For $\ell_l=\ell_u=0$ the steps are perfect sinks, which hold the coverage at $\theta_{\rm eq}$ on both sides.

For perfect sinks the steady profile can be written down without assuming that the steps are slow. The equation $D\Theta''+v\Theta'+F=0$ has the general solution
\begin{equation}
\Theta(\xi)=c_1-\frac{F\xi}{v}+c_2e^{-v\xi/D},
\end{equation}
since the linear term contributes $-F$ to $v\Theta'$, while the exponential contributes $c_2v^2/D$ to $D\Theta''$ and the opposite amount to $v\Theta'$. The conditions $\Theta(0)=\Theta(L)=\theta_{\rm eq}$ read
\begin{equation}
c_1+c_2=\theta_{\rm eq},\qquad
c_1-\frac{FL}{v}+c_2e^{-vL/D}=\theta_{\rm eq},
\end{equation}
and their difference is
\begin{equation}
-c_2\bigl(1-e^{-vL/D}\bigr)=\frac{FL}{v}.
\label{eq:c2}
\end{equation}
With $\Theta'=-F/v-(v/D)c_2e^{-v\xi/D}$, the rates~(\ref{eq:edges}) become
\begin{align}
-J(0)&=-\frac{DF}{v}-vc_2+v\theta_{\rm eq},\\
J(L)&=\frac{DF}{v}+vc_2e^{-vL/D}-v\theta_{\rm eq}.
\end{align}
Their sum is $-vc_2(1-e^{-vL/D})$, which equals $FL$ by equation~(\ref{eq:c2}). Equation~(\ref{eq:local}) then fixes the speed at $v=FL$. With this value and the dimensionless number
\begin{equation}
P=\frac{vL}{D}=\frac{FL^2}{D},
\label{eq:P}
\end{equation}
the constants are $c_2=-1/(1-e^{-P})$ and $c_1=\theta_{\rm eq}-c_2$, so
\begin{equation}
\Theta(\xi)=\theta_{\rm eq}
+\frac{1-e^{-P\xi/L}}{1-e^{-P}}-\frac{\xi}{L}.
\end{equation}
For $P\ll1$, expansion of numerator and denominator to second order in $P$ gives
\begin{equation}
\Theta-\theta_{\rm eq}\simeq
\frac{\xi}{L}\Bigl(1-\frac{P\xi}{2L}\Bigr)\Bigl(1+\frac P2\Bigr)-\frac{\xi}{L}
\simeq\frac P2\,\frac{\xi}{L}\Bigl(1-\frac{\xi}{L}\Bigr).
\end{equation}
The excess coverage is a parabola with the maximum $P/8=FL^2/(8D)$ in the middle of the terrace. For $D=10^4$ nm$^2$/s and the values above, $P=0.2\times20^2/10^4=0.008$, and the maximum is $0.001$.

\subsection{The effect of omitting the swept adatoms}

Suppose that a program keeps the term $v\Theta'$ on the terrace but uses the purely diffusive rates $D\Theta'(0)$ and $-D\Theta'(L)$ at the edges, both in the attachment conditions and in the step speed. It then finds a speed $\tilde v=D\Theta'(0)-D\Theta'(L)$. Integration of $D\Theta''+\tilde v\Theta'+F=0$ over the terrace gives
\begin{equation}
-\tilde v+\tilde v\bigl[\Theta(L)-\Theta(0)\bigr]+FL=0,
\qquad
\tilde v=\frac{FL}{1-[\Theta(L)-\Theta(0)]}.
\label{eq:wrong}
\end{equation}
The speed is wrong whenever the coverages at the two ends differ, and to leading order its relative error is that difference.

A case with slow diffusion and hindered descent shows the size of the effect: $D=400$ nm$^2$/s, $\ell_l=0$, $\ell_u=40$ nm, $\theta_{\rm eq}=0.02$, with $F$ and $L$ as before. The terrace equation was solved by Chebyshev collocation, and the speed was varied until it agreed with the supply at the edges. With the full rates~(\ref{eq:edges}) the result is $4.00$ nm/s. With the diffusive rates it is $4.30$ nm/s, which is $7\%$ above $FL$. By equation~(\ref{eq:wrong}) this corresponds to a coverage difference of $1-4.00/4.30\approx0.07$ between the ends of the terrace. The case is chosen to make the error visible. Its mean coverage of about $0.07$ is hardly dilute, and on a real surface islands would be likely to form. For $D=10^4$ nm$^2$/s, $\ell_l=2$ nm, $\ell_u=20$ nm and $\theta_{\rm eq}=0.001$ the diffusive rates give $4.007$ nm/s, an error of $0.2\%$.

\section{Attachment kinetics, start-up and limits of the law}

Conservation of atoms gives the steady speed $v=FL$ for an equally spaced train without desorption or islands, and the arrivals at a moving step agree with it when they are counted relative to the edge. What remains is how a terrace divides its atoms between its two steps, how the speed develops when the flux is switched on or off, and what changes with unequal terraces, desorption and the arrival of individual atoms.
